# Thickness Decay of Quantum Oscillations in Neutral and Fixed-Potential Metal Films

**Definitions and conventions**

A film of free electrons lies between two hard walls a distance $L$ apart and extends without limit in its plane. Formulas are in Hartree atomic units, with electron mass 1, spin degeneracy 2 and zero temperature unless stated otherwise. Energies are measured from the bottom of the well. The chemical potential is $\mu=k^2/2$, and $N$ is the number of electrons per area. Let

$$\nu=\frac{kL}{\pi},\qquad x=\nu-\lfloor\nu\rfloor,\qquad B_2(x)=x^2-x+\tfrac16 .$$

An oscillation is the part of a quantity that is periodic in $\nu$ with zero mean over a cycle; its amplitude may vary slowly with $L$. The swing is its maximum minus its minimum over one cycle. Since $B_2$ runs from $-1/12$ at $x=1/2$ to $1/6$ at $x=0$, its swing is $1/4$.

Two settings are compared. In the first, $\mu$ and the well bottom are both held fixed while $L$ changes. In the second, the film is neutral: a positive background of thickness $D$ and bulk density $n_0=k_0^3/(3\pi^2)$ fixes $N=n_0D$, and $\mu$ adjusts. The bulk Fermi values are $k_0$ and $\mu_0=k_0^2/2$.

**What happens, and why**

For $\nu\gg1$ the leading oscillations are

$$\delta N=-\frac{k\,B_2(x)}{2L}\ \ (\mu\text{ fixed}),\qquad \delta\mu=+\frac{\pi^2B_2(x)}{2L^2}\ \ (\text{neutral}).$$

Their swings are $k/(8L)$ and $\pi^2/(8L^2)$. The level spacing at the Fermi energy is proportional to $1/L$, and it sets the size of $\delta N$. In a neutral film this surplus or deficit must be removed by moving $\mu$. All occupied subbands respond to that move, and their number is proportional to $L$. The required shift is therefore smaller by one more power of $L$.

**Electron number at fixed chemical potential**

Motion across the film gives the subband edges $E_n=\pi^2n^2/(2L^2)$, $n=1,2,\dots$ For in-plane wave number $q$, the number of states per area in $dq$ is $2\cdot2\pi q\,dq/(2\pi)^2=q\,dq/\pi$. Because $q\,dq=dE$, each subband has the constant density of states $1/\pi$. Hence

$$N=\frac1\pi\sum_{E_n<\mu}(\mu-E_n)=\frac{\pi}{2L^2}\sum_{1\le n<\nu}(\nu^2-n^2).$$

Let $f(n)=\nu^2-n^2$ for $|n|<\nu$ and zero outside. This function is even and continuous. The sum over positive $n$ is half the sum over all integers, less half the $n=0$ term. Poisson summation then gives

$$\sum_{n\ge1}f(n)=\int_0^\nu f\,dn-\frac{\nu^2}{2}+2\sum_{s\ge1}\int_0^\nu f\cos(2\pi sn)\,dn .$$

The first integral is $2\nu^3/3$. With $a=2\pi s$, two integrations by parts give

$$\int_0^\nu(\nu^2-n^2)\cos(an)\,dn=\frac2a\int_0^\nu n\sin(an)\,dn=-\frac{2\nu\cos a\nu}{a^2}+\frac{2\sin a\nu}{a^3}.$$

The boundary term of the first integration vanishes because a subband at the Fermi level is empty. What survives at order $1/a^2$ comes from the kink of $f$ at $n=\nu$: a new subband starts with no electrons, but fills at a finite rate.

The cosine series is $B_2$. Indeed, $B_2$ has zero mean, and two integrations by parts give its cosine coefficients as $2[B_2'(1)-B_2'(0)]/a^2=4/a^2=1/(\pi^2s^2)$. Define $B_3=x^3-\tfrac32x^2+\tfrac12x$. Since $B_3'=3B_2$ and $B_3(0)=0$, integrating the series gives

$$B_2(x)=\sum_{s\ge1}\frac{\cos2\pi s\nu}{\pi^2s^2},\qquad \frac{B_3(x)}{3}=\sum_{s\ge1}\frac{\sin2\pi s\nu}{2\pi^3s^3}.$$

The subband sum is therefore $2\nu^3/3-\nu^2/2-\nu B_2+B_3/3$. Multiplication by $\pi/(2L^2)$, with $\nu=kL/\pi$, yields

$$N=\frac{k^3L}{3\pi^2}-\frac{k^2}{4\pi}-\frac{kB_2(x)}{2L}+\frac{\pi B_3(x)}{6L^2}.$$

This identity holds within the model without an expansion in $1/L$. The first two terms are the bulk and wall contributions. The third is the leading oscillation.

**Fermi energy of the neutral film**

First let the walls stand outside the background so that $L-D=3\pi/(4k_0)$. Then

$$n_0D=\frac{k_0^3L}{3\pi^2}-\frac{k_0^3}{3\pi^2}\frac{3\pi}{4k_0}=\frac{k_0^3L}{3\pi^2}-\frac{k_0^2}{4\pi},$$

which equals the smooth part of $N$ at $\mu_0$. At $\mu_0$ the film would thus hold $n_0D+\delta N$ electrons. Let $C=dN/d\mu$ be its capacity to take up electrons. Each occupied subband contributes $1/\pi$, so to leading order $C=\nu/\pi=kL/\pi^2$. Neutrality requires $\delta N+C\,\delta\mu=0$, hence

$$\delta\mu=-\frac{\delta N}{C}=\frac{kB_2}{2L}\,\frac{\pi^2}{kL}=\frac{\pi^2B_2(x)}{2L^2}.$$

The linear step is consistent. The level spacing is $\Delta=dE_n/dn=\pi k/L$ at $n=\nu$, and the largest shift, $\pi^2/(12L^2)$, is $1/(12\nu)$ of it. The true number of occupied subbands, $\nu-x$, differs from $\nu$ by a relative amount of order $1/\nu$. Corrections to the law are therefore of this relative order. Measured against the swing, the largest deviation of the numerically solved $\mu$ from the law is 0.0134 near $\nu=50$ and 0.00165 near $\nu=400$, a fall by a factor of 8.1 for an eightfold increase of $\nu$.

If the background instead reaches the walls, $D=L$, a smooth shift appears. Equating the smooth part of $N$ to $n_0L$ gives $k^3-3\pi k^2/(4L)=k_0^3$. To first order $3k_0^2\,\delta k=3\pi k_0^2/(4L)$, so $\delta k=\pi/(4L)$ and the smooth energy shift is $\pi k_0/(4L)$. This falls as $1/L$ and must not be mistaken for the oscillation. It also moves the phase: $x$ must be taken at the shifted $k$, so that $\nu\approx k_0L/\pi+\tfrac14$, a quarter cycle ahead of the value at $k_0$.

The exponents were also tested without using the two laws. For $D=L$, windows of eight periods were centred at $k_0L/\pi=40,80,160,320$, and a quadratic trend was removed in each. The remaining rms values gave exponents $-1.002$ for $N$ at fixed $\mu$ and $-2.009$ for $\mu$ of the neutral film.

**How large: a film in the regime of Pb(111)**

Take a Fermi energy of 9.5 eV and a layer spacing of 0.29 nm, both rough typical values. Then $k_0=15.79$ nm$^{-1}$, and one cycle corresponds to $\pi/k_0=0.199$ nm of thickness. For ten layers the walls are $10\times0.29+0.149=3.049$ nm apart. The number swing is

$$\frac{k_0}{8L}=\frac{15.79}{8\times3.049}\ \text{nm}^{-2}=0.647\ \text{nm}^{-2}.$$

The capacity is 64.0 eV$^{-1}$ nm$^{-2}$, so the neutral swing is $0.647/64.0$ eV $=10.1$ meV. The direct numerical swings, with the cusp at integer $\nu$ resolved, are given below; the output samples each cycle on 401 points and lies up to 0.5% lower.

| Layers | $L$ (nm) | $N$ swing (nm$^{-2}$) | $\mu$ swing (meV) |
|---:|---:|---:|---:|
| 10 | 3.05 | 0.654 | 10.69 |
| 20 | 5.95 | 0.333 | 2.715 |
| 40 | 11.75 | 0.168 | 0.684 |

From 10 to 40 layers $L$ grows by a factor of 3.85. The number swing falls by a factor of 3.9 and the energy swing by a factor of 15.6, against $3.85^2=14.8$. The excess reflects finite-$\nu$ corrections: in the cycle centred on ten layers, the energy swing lies about 6% above its law. At such small $\nu$ this percentage also depends on where the cycle is placed, and shifting its centre by a fraction of a cycle changes it by several percentage points.

Whole layers sample this envelope unevenly. The phase advances by 1.4576 cycles per layer, or 2.915 per two layers, close to 3. From 8 to 10 layers $\delta\mu$ alternates: $-4.8$, $+2.8$, $-2.2$ meV. At 11, 12 and 13 layers it is $-0.06$, $-0.50$ and $-1.09$ meV. The magnitude grows over these last three thicknesses although the envelope shrinks, because $x$ moves away from a zero of $B_2$ near 0.79 or 0.21. A decay exponent fitted to a few successive layers would be meaningless.

**What changes in a less ideal film**

*Finite barriers and masses.* For a general well with smoothly spaced levels, let $\nu$ be the continuous level index at the Fermi energy, defined by $E_\nu=\mu$, and $x$ its fractional part; for hard walls this is again $kL/\pi$. The same integration by parts gives the kink term $\delta N=-\Delta B_2/(2\pi)$, while $C=\nu/\pi$. Hence

$$\delta\mu=\frac{\Delta\,B_2(x)}{2\nu}.$$

The inverse-square law survives whenever $\Delta\propto1/L$ and $\nu\propto L$. With a barrier 4 eV above the Fermi level, and the walls repositioned so that the smooth shift again vanishes, the ten-layer swing is 10.4 instead of 10.7 meV. At fixed $k$, an in-plane mass multiplies both $\delta N$ and $C$, and cancels; at fixed electron density it still changes $k$, and with it the phase. A normal mass $m_z$ gives $\Delta=\pi k/(m_zL)$ and divides $\delta\mu$ by $m_z$. At fixed $k_0$, which here means a Fermi energy of 7.9 instead of 9.5 eV, $m_z=1.2$ lowers the swing to 8.9 meV.

*Leaky interface.* If a round trip across the film retains the amplitude $r$, the $s$-th harmonic, which belongs to $s$ round trips, is multiplied by $r^s$. Between $x=0$ and $x=1/2$ only odd harmonics change, so the fraction of the swing kept is $(8/\pi^2)\sum_{s\,\text{odd}}r^s/s^2$. For $r=0.6$ it is 0.51. The exponent is unchanged if $r$ does not depend on thickness.

*Temperature.* Thermal occupation averages each harmonic over energy $\varepsilon$ with weight $-df/d\varepsilon$, where $f$ is the Fermi function. The phase $2skL$ changes with energy at the rate $b=2sL/k$. Closing the contour around the double poles at $\varepsilon=i\pi k_BT(2j+1)$ gives

$$\int\!\Big(-\frac{df}{d\varepsilon}\Big)e^{ib\varepsilon}d\varepsilon=2\pi bk_BT\sum_{j\ge0}e^{-(2j+1)\pi bk_BT}=\frac{X_s}{\sinh X_s},$$

with $X_s=\pi bk_BT=sL/\ell_T$ and $\ell_T=k/(2\pi k_BT)$. At 300 K, $\ell_T=7.4$ nm. Ten layers keep 0.88 of the zero-temperature energy swing and forty keep 0.56. Both power laws require $L\ll\ell_T$; for $L\gg\ell_T$ the decay is exponential.

*A grounded film.* Fixed $\mu$ with a fixed well bottom ignores the electric field of the transferred charge. For the ten-layer number swing that field would be 11.8 V/nm. Suppose the film exchanges electrons with a grounded metal across an effective gap $g$. An excess $\eta$ per area raises the well bottom by $4\pi g\eta$, so that $N(\mu_0-4\pi g\eta,L)=n_0D+\eta$. Linearizing,

$$\delta N-4\pi gC\eta=\eta\quad\Rightarrow\quad \eta=\frac{\delta N}{1+4\pi gC}\;\longrightarrow\;-\frac{\pi B_2(x)}{8gL^2}\quad(4\pi gC\gg1).$$

The transferred charge now also falls as $1/L^2$. The well bottom moves by $4\pi g\eta=-\pi^2B_2/(2L^2)$, which restores the neutral-film value of the Fermi energy above the bottom. For $g=0.1$ nm, a round choice, the ten-layer number swing drops from 0.65 to 0.0059 nm$^{-2}$, a factor of about 110. The numerical exponent between 20 and 160 layers is $-2.01$.

**Comparison with real films**

Real Pb(111) films are known for properties that alternate nearly every layer, with interruptions where the parity switches. The model contains the near match of two layers to three cycles, but it does not locate the switches reliably. A spacing 1% smaller changes the mismatch per two layers from 0.085 to 0.114 cycle, and so moves the distance between switches, where the mismatch has accumulated to half a cycle, from about 12 to about 9 layers. Among the effects sized here for a neutral ten-layer film, the leaky interface is the largest: it halves the swing for the assumed $r$. Roughness, self-consistent screening inside the film and the lattice potential beyond an effective mass are not included. The computed 10 meV is also not a work-function oscillation, because the work function contains the surface dipole as well.

**What to do in practice**

- State what is held fixed. For a neutral slab, test $L^2\delta\mu$ with $\mu$ measured from the interior potential and not from vacuum (a self-consistent slab has no flat bottom, so this reference must be defined by an average, and the prefactor derived here need not hold in thin films; measured from vacuum, the oscillation includes that of the surface dipole and can be several times larger); for a calculation at fixed $\mu$ and fixed well bottom, test $L\,\delta N$. For a grounded film, include charging before choosing an exponent.
- Remove the smooth part first. With $D=L$ it is about 0.3 eV at ten layers, about thirty times the oscillation's swing.
- Compare thicknesses at equal phase $x$, or fit the envelope over many cycles. For hard walls, $L$ is the distance between them and not the nominal thickness; at finite barriers the waves also penetrate the walls, which matters in thin films.
- Fit a power law only where $\nu\gg1$ and $L\ll\ell_T$.

The numerical output lists the remaining values.

## Numbers as computed

```
Fermi energy (rough input): 9.5 eV
layer spacing (rough input): 0.29 nm
Fermi wave number: 15.79 1/nm
thickness period pi/k0: 0.1990 nm
phase advance per layer: 1.4576 cycles
wall distance minus background: 0.1492 nm
state count / subband sum: 1.00015
fitted exponent, number at fixed mu: -1.002
fitted exponent, neutral Fermi energy: -2.009
law error / swing near nu = 50: 0.01340
law error / swing near nu = 400: 0.00165
layers | x | dN (1/nm2) | dmu solved (meV) | dmu law (meV)
  8 | 0.411 | +0.2430 | -4.848 | -4.652
  9 | 0.869 | -0.1534 | +2.825 | +2.598
 10 | 0.326 | +0.1398 | -2.232 | -2.151
 11 | 0.784 | +0.0041 | -0.061 | -0.091
 12 | 0.242 | +0.0379 | -0.504 | -0.473
 13 | 0.699 | +0.0865 | -1.090 | -1.068
10 layers: wall distance 3.049 nm
  number swing: 0.6514 1/nm2, law 0.6473 1/nm2
  Fermi-energy swing: 10.675 meV, law 10.111 meV
  capacity k0 L/pi^2: 64.02 1/(eV nm2)
20 layers: wall distance 5.949 nm
  number swing: 0.3323 1/nm2, law 0.3318 1/nm2
  Fermi-energy swing: 2.710 meV, law 2.656 meV
  capacity k0 L/pi^2: 124.91 1/(eV nm2)
40 layers: wall distance 11.749 nm
  number swing: 0.1674 1/nm2, law 0.1680 1/nm2
  Fermi-energy swing: 0.682 meV, law 0.681 meV
  capacity k0 L/pi^2: 246.69 1/(eV nm2)
level spacing at mu0, 10 layers: 1.240 eV
smooth shift pi k0/(4L) if D = L, 10 layers: 0.310 eV
thermal length at 300 K: 7.41 nm
swing kept at 300 K, 10 layers: 0.886
swing kept at 300 K, 40 layers: 0.557
barrier above Fermi level (input): 4.0 eV
finite-barrier wall distance minus background: 0.0328 nm
finite-barrier swing, 10 layers: 10.423 meV
swing with normal mass 1.2, 10 layers: 8.896 meV
swing kept at round-trip amplitude 0.6: 0.509
field of uncompensated number swing, 10 layers: 11.79 V/nm
charging gap (input): 0.1 nm
number swing with charging, 10 layers: 0.00585 1/nm2
suppression by charging, 10 layers: 111.4
exponent of charged transfer, 20 to 160 layers: -2.008
```
